# The regularized mean of 1/r³ in the Salpeter recoil correction

## Problem

The recoil of a nucleus of charge \(Z\) and mass \(M\) shifts the levels of a one-electron ion. At first order in \(m/M\) and order \((Z\alpha)^5\) the shift is the Salpeter correction, which is taken here as given. In atomic units (\(m=\hbar=e=1\), lengths in \(a_0\), energies in hartree) it reads

\[
E=\frac{\alpha^3Z^5}{\pi M n^3}\Big\{-\tfrac23\delta_{l0}\ln(Z\alpha)-\tfrac83\ln k_0-\tfrac19\delta_{l0}-\tfrac73\,a_n\Big\},
\]

where \(\ln k_0\) is the Bethe logarithm. The coefficient \(a_n\) is defined by a regularized mean of \(1/r^3\) in the Schrödinger–Coulomb state \(\psi=R_{nl}Y_{lm}\) of a point nucleus of infinite mass, which suffices at first order in \(m/M\):

\[
\langle P\rangle=\lim_{\epsilon\to0}\Big[\int_\epsilon^\infty \frac{R^2}{r}\,dr+R(0)^2\,(\gamma+\ln Z\epsilon)\Big],\qquad a_n=\frac{n^3}{2Z^3}\langle P\rangle-3\,\delta_{l0}.
\]

Here \(\gamma\) is Euler's constant. The angular integral is 1 because \(1/r^3\) is spherical, and \(R(0)^2=4\pi|\psi(0)|^2\) because \(|Y_{00}|^2=1/4\pi\).

(a) Find \(a_n\) for \(l>0\). (b) Find \(a_n\) for S states. (c) Evaluate the term \(E_a=-\tfrac73 K a_n/n^3\), \(K=\alpha^3Z^5/(\pi M)\), for hydrogen-like phosphorus.

## A tempting solution

The idea is to solve the problem for a real angular momentum \(\lambda>0\), where the integral converges, and to reach the S states by letting \(\lambda\to0\).

With \(u=rR\) the radial equation is

\[
-\tfrac12u''+Vu=Eu,\qquad V=\frac{\lambda(\lambda+1)}{2r^2}-\frac Zr .
\]

Put \(E=-\kappa^2/2\), \(x=2\kappa r\), \(\nu=Z/\kappa\). Multiplying by \(-2\) and dividing by \(4\kappa^2\) gives \(u_{xx}=[\tfrac14-\nu/x+\lambda(\lambda+1)/x^2]\,u\). Write \(u=fg\) with \(f=x^{\lambda+1}e^{-x/2}\) and \(s=f'/f=(\lambda+1)/x-\tfrac12\). Then \(u_{xx}/f=g''+2sg'+(s^2+s')g\) with \(s^2+s'=\lambda(\lambda+1)/x^2-(\lambda+1)/x+\tfrac14\), and after multiplication by \(x\)

\[
xg''+(2\lambda+2-x)g'+(\nu-\lambda-1)g=0. \tag{1}
\]

A series \(g=\sum_jc_jx^j\) obeys \((j+1)(j+2\lambda+2)\,c_{j+1}=[\,j-(\nu-\lambda-1)]\,c_j\). Unless it terminates, \(c_{j+1}/c_j\to1/j\), so \(g\) grows like \(e^x\) and \(u\) cannot be normalized. Hence \(\nu=n_r+\lambda+1\) with integer \(n_r\ge0\), and \(E=-Z^2/2\nu^2\).

The Hellmann–Feynman theorem in \(\lambda\) at fixed \(n_r\) states \(dE/d\lambda=\langle\partial V/\partial\lambda\rangle\). Its boundary term at the origin is the Wronskian of \(u\) and \(\partial_\lambda u\), which behaves as \(r^{2\lambda+1}\) and vanishes for \(\lambda>-\tfrac12\). Since \(dE/d\lambda=Z^2/\nu^3\) and \(\partial V/\partial\lambda=(\lambda+\tfrac12)/r^2\),

\[
\langle r^{-2}\rangle=\frac{Z^2}{\nu^3(\lambda+\frac12)}. \tag{2}
\]

Next multiply the radial equation by \(u'\) and integrate over \((0,\infty)\). The kinetic term gives \(-\tfrac14[u'^2]_0^\infty=\tfrac14u'(0)^2\). The rest, integrated by parts, gives \(\tfrac12[(V-E)u^2]_0^\infty-\tfrac12\langle V'\rangle\). Therefore

\[
\langle V'\rangle=\tfrac12u'(0)^2-\lim_{r\to0}Vu^2. \tag{3}
\]

For \(\lambda>0\) both \(u'^2\) and \(Vu^2\) behave as \(r^{2\lambda}\) and vanish, so the mean radial force is zero. With \(V'=-\lambda(\lambda+1)/r^3+Z/r^2\) this reads \(\lambda(\lambda+1)\langle r^{-3}\rangle=Z\langle r^{-2}\rangle\), and (2) gives

\[
\langle r^{-3}\rangle_\lambda=\frac{2Z^3}{\nu^3\lambda(\lambda+1)(2\lambda+1)}. \tag{4}
\]

For integer \(l>0\), \(\nu=n\) and \(R(0)=0\), so nothing is subtracted and

\[
a_n=\frac1{l(l+1)(2l+1)}\qquad(l>0). \tag{5}
\]

For S states, continue (5) in \(l\). Since \((1+\lambda)^{-1}(1+2\lambda)^{-1}=1-3\lambda+O(\lambda^2)\),

\[
\frac1{\lambda(\lambda+1)(2\lambda+1)}=\frac1\lambda-3+O(\lambda).
\]

The pole is the divergence at the origin, and the subtraction in the definition exists to remove that divergence. Dropping the pole leaves \((n^3/2Z^3)\langle P\rangle=-3\), so \(a_n=-6\) for every S state.

## Where it fails

Equations (1) to (5) are correct, and (5) answers part (a). The S-state value is wrong, as the ground state shows directly.

The exponential integral \(E_1(\delta)=\int_\delta^\infty e^{-x}x^{-1}dx\) is needed at small \(\delta\). Integration by parts gives \(E_1=-e^{-\delta}\ln\delta+\int_\delta^\infty e^{-x}\ln x\,dx\). The full integral is \(\int_0^\infty e^{-x}\ln x\,dx=\Gamma'(1)=-\gamma\), and the missing piece is \(\int_0^\delta e^{-x}\ln x\,dx=\delta\ln\delta-\delta+O(\delta^2\ln\delta)\). The terms \(\delta\ln\delta\) cancel, and

\[
E_1(\delta)=-\gamma-\ln\delta+\delta+\dots \tag{6}
\]

For 1S, \(R^2=4Z^3e^{-2Zr}\), so the cut-off integral is \(4Z^3E_1(2Z\epsilon)\) and

\[
\langle P\rangle_{1S}=4Z^3[-\gamma-\ln2Z\epsilon+\gamma+\ln Z\epsilon]=-4Z^3\ln2 .
\]

Thus \((n^3/2Z^3)\langle P\rangle=-2\ln2=-1.386\), and the value \(-3\) is refuted.

The fault lies in the words "dropping the pole". A factor \(1+b\lambda\) that multiplies \(1/\lambda\) leaves a finite term \(b\), and changing \(\lambda\) changes the state as well as the convergence of the integral. Two such factors were lost.

The first is \(\nu\). The normalizable state that tends to \(n\)S has \(n_r=n-1\) fixed and \(\nu=n+\lambda\), so \(\nu^{-3}=n^{-3}(1-3\lambda/n+\dots)\), and (4) expands as

\[
\langle r^{-3}\rangle_\lambda=\frac{2Z^3}{n^3}\Big[\frac1\lambda-3-\frac3n+O(\lambda)\Big]. \tag{7}
\]

The second is the strength of the density at the origin. There \(R_\lambda^2=C(\lambda)\,r^{2\lambda}[1+O(r)]\), with \(C(0)=R(0)^2\). Split the convergent integral at \(\epsilon\):

\[
\langle r^{-3}\rangle_\lambda=\frac{C(\lambda)\,\epsilon^{2\lambda}}{2\lambda}+O(\epsilon)+\int_\epsilon^\infty\frac{R_\lambda^2}{r}dr .
\]

Let \(\lambda\to0\) at fixed \(\epsilon\), using \(\epsilon^{2\lambda}=1+2\lambda\ln\epsilon+\dots\). The last integral tends to the S-state cut-off integral, which therefore equals \(\lim[\langle r^{-3}\rangle_\lambda-C(\lambda)/2\lambda]-C(0)\ln\epsilon+O(\epsilon)\). Adding the subtraction term of the definition cancels \(\ln\epsilon\):

\[
\langle P\rangle=\lim_{\lambda\to0}\Big[\langle r^{-3}\rangle_\lambda-\frac{C(\lambda)}{2\lambda}\Big]+C(0)(\gamma+\ln Z). \tag{8}
\]

What must be removed is \(C(\lambda)/2\lambda=C(0)/2\lambda+C'(0)/2+\dots\), and the finite part \(C'(0)/2\) depends on the state.

For 1S this accounts for the whole discrepancy. There \(R_\lambda^2=Cr^{2\lambda}e^{-2Zr/\nu}\) with \(\nu=1+\lambda\), and normalization gives \(C=(2Z/\nu)^{2\lambda+3}/\Gamma(2\lambda+3)\), so \(C(0)=4Z^3\). The logarithmic derivative at \(\lambda=0\) is \(C'/C=2\ln2Z-3-2\Gamma'(3)/\Gamma(3)\). From \(\Gamma(z+2)=(z+1)z\,\Gamma(z)\) at \(z=1\) follows \(\Gamma'(3)/\Gamma(3)=\tfrac12+1-\gamma\), so \(C'/C=2\ln2Z-6+2\gamma\) and

\[
\frac{C(\lambda)}{2\lambda}=Z^3\Big[\frac2\lambda+4\ln2Z-12+4\gamma\Big]+O(\lambda).
\]

Equation (7) at \(n=1\) is \(Z^3[2/\lambda-12]\). The difference is \(Z^3[-4\ln2Z-4\gamma]\), and adding \(4Z^3(\gamma+\ln Z)\) gives \(-4Z^3\ln2\), the direct result. The rational finite part \(-12Z^3\) of (7), made of the \(-6Z^3\) that the tempting solution kept and the \(-6Z^3\) from \(\nu^{-3}\), is cancelled in full by the rational part of \(C'(0)/2\).

## The correct solution for S states

Equation (8) would need \(C'(0)\) for each \(n\). Working from the definition is shorter.

The value at the origin follows from (3) at \(\lambda=0\). There \(V=-Z/r\) and \(u\propto r\), so \(Vu^2\to0\), while \(u'(0)=R(0)\) is finite. Hence \(Z\langle r^{-2}\rangle=\tfrac12R(0)^2\), and (2) at \(\lambda=0\) gives \(\langle r^{-2}\rangle=2Z^2/n^3\), so

\[
R(0)^2=\frac{4Z^3}{n^3}.
\]

The polynomial follows from the recursion with \(\lambda=0\), \(n_r=n-1\), which is \(c_{j+1}/c_j=-(n-1-j)/[(j+1)(j+2)]\). The choice \(c_j=(-1)^j\binom n{j+1}/j!\) has this ratio, because \(\binom n{j+2}/\binom n{j+1}=(n-j-1)/(j+2)\). So

\[
L(x)=\sum_{j=0}^{n-1}(-1)^j\binom n{j+1}\frac{x^j}{j!}=n-\frac{n(n-1)}2x+\dots,
\]

the Laguerre polynomial \(L^1_{n-1}\), and \(R=R(0)\,e^{-x/2}L(x)/n\) with \(x=2Zr/n\). Near the origin \(e^{-x}L^2/n^2=1-x-(n-1)x+\dots=1-nx+\dots\), which is

\[
R^2=R(0)^2(1-2Zr+\dots). \tag{9}
\]

Since \(dr/r=dx/x\), the cut-off integral with \(\delta=2Z\epsilon/n\) is

\[
\int_\epsilon^\infty\frac{R^2}r\,dr=\frac{R(0)^2}{n^2}\int_\delta^\infty e^{-x}\frac{L^2}{x}dx .
\]

Write \(L^2=n^2+(L+n)(L-n)\) and define \(q=(L-n)/x\), a polynomial of degree \(n-2\) (zero for \(n=1\)) with \(q(0)=-n(n-1)/2\). The first piece gives \(n^2E_1(\delta)\). The second has a regular integrand, so its lower limit can be moved to 0 at a cost \(O(\delta)\):

\[
\int_\delta^\infty e^{-x}\frac{L^2}x\,dx=n^2E_1(\delta)+J_n+O(\delta),\qquad J_n=\int_0^\infty e^{-x}Lq\,dx+n\int_0^\infty e^{-x}q\,dx .
\]

The first integral in \(J_n\) is done by orthogonality. Multiplying (1) at \(\lambda=0\) by \(xe^{-x}\) puts it in the form \((x^2e^{-x}g')'=-n_r\,xe^{-x}g\). For two solutions \(g_a,g_b\) with \(n_r=a\ne b\), multiply each equation by the other function, subtract and integrate. The left side is a total derivative of \(x^2e^{-x}(g_a'g_b-g_ag_b')\), which vanishes at both ends, so \(\int xe^{-x}g_ag_b\,dx=0\). The solutions with \(n_r=0,\dots,n-2\) have degrees \(0,\dots,n-2\) and span all polynomials of those degrees, so \(L\) is orthogonal with weight \(xe^{-x}\) to every polynomial of degree below \(n-1\). Now \(q=q(0)+x\,t(x)\) with \(t\) of degree \(n-3\), and the term in \(t\) drops out. What remains is \(q(0)\int e^{-x}L\,dx\). With \(\int_0^\infty e^{-x}x^jdx=j!\),

\[
\int_0^\infty e^{-x}L\,dx=\sum_{j=0}^{n-1}(-1)^j\binom n{j+1}=1-\sum_{i=0}^{n}(-1)^i\binom ni=1-(1-1)^n=1 .
\]

The first integral is therefore \(-n(n-1)/2\).

For the second, \(q=\sum_{j\ge1}(-1)^j\binom n{j+1}x^{j-1}/j!\) integrates to \(\sum_{j\ge1}(-1)^j\binom n{j+1}/j\), because \((j-1)!/j!=1/j\). Repeated use of Pascal's rule gives \(\binom n{j+1}=\sum_{k=0}^{n-1}\binom kj\), so the sum is \(\sum_{k<n}T_k\) with

\[
T_k=\sum_{j\ge1}\frac{(-1)^j}j\binom kj=\int_0^1\frac{(1-t)^k-1}{t}dt=-\int_0^1\frac{1-s^k}{1-s}ds=-H_k .
\]

The second form follows from the binomial theorem and \(\int_0^1t^{j-1}dt=1/j\), the third from \(s=1-t\), and the last from the geometric sum \(1+s+\dots+s^{k-1}\), with \(H_k=\sum_{i=1}^k1/i\). In \(\sum_{k=0}^{n-1}H_k\) the term \(1/i\) occurs \(n-i\) times, so the sum is \(nH_{n-1}-(n-1)=n(H_n-1)\). The second integral is \(-n(H_n-1)\), and

\[
\frac{J_n}{n^2}=-\frac{n-1}{2n}-(H_n-1)=-H_n+\frac12+\frac1{2n}.
\]

Insert this and (6) into the definition:

\[
\langle P\rangle=R(0)^2\Big[-\gamma-\ln\frac{2Z\epsilon}n-H_n+\frac12+\frac1{2n}+\gamma+\ln Z\epsilon\Big].
\]

Both \(\gamma\) and \(\ln Z\epsilon\) cancel, leaving

\[
\langle P\rangle_{nS}=\frac{4Z^3}{n^3}\Big[\ln\frac n2-H_n+\frac12+\frac1{2n}\Big]. \tag{10}
\]

At \(n=1\) the rational terms cancel and \(-4Z^3\ln2\) is recovered. Multiplying by \(n^3/2Z^3\) gives \(-2[\ln(2/n)+H_n-\tfrac12-\tfrac1{2n}]\), and \(-3=-2\cdot\tfrac32\) turns \(-\tfrac12\) into \(+1\). With (5),

\[
a_n=-2\Big[\ln\frac2n+H_n+1-\frac1{2n}\Big]\delta_{l0}+\frac{1-\delta_{l0}}{l(l+1)(2l+1)}, \tag{11}
\]

where the second term is read as zero for \(l=0\).

The approach to the limit is linear in \(\epsilon\). The derivative of the bracket in the definition is \([R(0)^2-R(\epsilon)^2]/\epsilon\), which by (9) tends to \(2ZR(0)^2\). At finite cut-off the bracket therefore exceeds \(\langle P\rangle\) by \(2ZR(0)^2\epsilon+O(\epsilon^2)\).

## What is convention and what is not

For \(l>0\), (4) turns the term into \(E_a=-\frac{7}{6\pi}\frac{\alpha^3Z^2}{M}\langle r^{-3}\rangle\), the mean of an attractive potential, so \(E_a<0\) without ambiguity. For S states, a constant \(c\) added to \(\gamma\) in the definition adds \(cR(0)^2\) to \(\langle P\rangle\) and \(2c\) to \(a_n\) for every \(n\). This has the form \(\delta_{l0}/n^3\) of a contact term and must be compensated in the constant \(-\tfrac19\). The mean of \(1/r^3\) therefore fixes the S-state \(a_n\) only up to an \(n\)-independent constant. The \(-3\) is the choice that goes with \(-\tfrac19\); moving it out of \(a_n\) turns that constant into \(-\tfrac19-\tfrac73(-3)=\tfrac{62}9\). For the same reason the negative sign of \(\langle P\rangle_{nS}\) says nothing against the positivity of \(1/r^3\): a large positive integral has had a larger term taken from it.

Momentum space gives a concrete alternative. The angular average of \(e^{i\mathbf q\cdot\mathbf r}\) is \(\sin(qr)/qr\), so the cut-off transform of \(1/r^3\) is \(4\pi\int_\eta^\infty y^{-2}\sin y\,dy\) with \(y=qr\), \(\eta=q\epsilon\). Integration by parts gives \(\sin\eta/\eta+\int_\eta^\infty y^{-1}\cos y\,dy\). The last integral is \(\mathrm{Re}\,E_1(i\eta)\), as follows from rotating the contour \(x=iy\), and (6) gives \(-\gamma-\ln\eta\). Adding \(4\pi(\gamma+\ln Z\epsilon)\), the transform of the subtraction term, leaves \(4\pi[1-\ln(q/Z)]\). A regularization that keeps only \(-4\pi\ln(q/Z)\) has \(c=-1\) and lowers the S-state value by 2. The scale in the logarithm is the same kind of choice: \(\ln\epsilon\) in place of \(\ln Z\epsilon\) has \(c=-\ln Z\), to be compensated in the \(\ln Z\) term of the energy.

Differences between S states are free of \(c\). With \(H_1=1\), \(H_2=\tfrac32\), (11) gives \(a_1=-2\ln2-3\) and \(a_2=-2[0+\tfrac32+1-\tfrac14]=-\tfrac92\), so \(a_2-a_1=2\ln2-\tfrac32=-0.113706\). The tempting solution gives zero for this difference, so no change of convention can rescue it.

For large \(n\) the Euler–Maclaurin expansion \(H_n=\ln n+\gamma+\frac1{2n}-\frac1{12n^2}+\frac1{120n^4}-\dots\) cancels both \(\ln n\) and \(1/2n\) in (11):

\[
a_n=-2(\ln2+\gamma+1)+\frac1{6n^2}-\frac1{60n^4}+\dots
\]

The limit is \(a_\infty=-4.540726\). At \(n=10\), (11) gives \(-4.539061\) and the first two terms give \(a_\infty+1/600=-4.539059\).

The result belongs to the nonrelativistic point-nucleus state. The subtraction needs a finite \(R(0)\), which the Dirac–Coulomb S state of a point nucleus does not have, and the cusp (9) does not hold inside a nucleus of finite size. These effects, and recoil at order \((Z\alpha)^6\), lie outside the term treated here.

## Numbers for P¹⁴⁺

Take \(Z=15\) and, as a rough value, a nuclear mass of 31 u from the mass number, so \(M/m=56510\). With \(\alpha=7.29735\times10^{-3}\) and 1 hartree \(=27.2114\) eV,

\[
K=\frac{(7.29735\times10^{-3})^3\times15^5\times27.2114\ \text{eV}}{\pi\times56510}=4.523\times10^{-5}\ \text{eV}.
\]

With \(a_0=0.529177\) Å the length scale is \(a_0/Z=0.035278\) Å, and \((Z/a_0)^3=22775.6\) Å⁻³. The logarithm in the definition is \(\ln(Z\epsilon/a_0)\). Results below are computed from unrounded constants, so redoing a product with the rounded factors shown can change its last digit by one.

For 2S, \(R(0)^2=4\times22775.6/8=11387.8\) Å⁻³, and (10) gives \(11387.8\times[0-\tfrac32+\tfrac12+\tfrac14]=-8540.9\) Å⁻³. Numerical quadrature of the cut-off integral in the variable \(\ln r\) shows the approach to this value. The three cut-offs are 35, 3.5 and 0.35 fm; the last two lie at or inside the real phosphorus nucleus (radius about 4 fm), so the table shows the mathematical limit for the point-nucleus state and not the density of the real ion.

| \(Z\epsilon/a_0\) | integral (Å⁻³) | after subtraction (Å⁻³) |
|---|---|---|
| \(10^{-2}\) | 37555.5 | −8314.1 |
| \(10^{-3}\) | 63572.9 | −8518.1 |
| \(10^{-4}\) | 89773.8 | −8538.6 |

The middle row is \(63572.9+11387.8\,(0.577216+\ln10^{-3})=-8518.1\). It lies 22.8 Å⁻³ above the limit, which agrees to three digits with the linear remainder \(2\times11387.8\times10^{-3}\) Å⁻³.

For 1S, \(\langle P\rangle=-4\times22775.6\times0.693147=-63147.5\) Å⁻³. With \(\ln(\epsilon/a_0)\) in the subtraction it would be \(-4\times22775.6\times(0.693147+2.708050)=-309858\) Å⁻³, where \(2.708050=\ln15\), so at this \(Z\) the choice of scale changes the number several times over. For 3S, \(H_3=\tfrac{11}6\) enters (10). For 2P, (4) gives \(2\times22775.6/(8\times6)=949.0\) Å⁻³.

| state | \(\langle P\rangle\) (Å⁻³) | \(a_n\) | \(E_a\) (eV) |
|---|---|---|---|
| 1S | −63147.5 | −4.386294 | \(4.63\times10^{-4}\) |
| 2S | −8540.9 | −4.500000 | \(5.94\times10^{-5}\) |
| 3S | −2568.4 | −4.522403 | \(1.77\times10^{-5}\) |
| 2P | 949.0 | 1/6 | \(-2.20\times10^{-6}\) |
| 3P | 281.2 | 1/6 | \(-6.5\times10^{-7}\) |
| 3D | 56.2 | 1/30 | \(-1.30\times10^{-7}\) |

The energies follow from \(E_a=-\tfrac73Ka_n/n^3\). For 1S this is \(\tfrac73\times4.523\times10^{-5}\times4.386294=4.63\times10^{-4}\) eV, and for 2S it is \(\tfrac73\times4.523\times10^{-5}\times4.5/8=5.94\times10^{-5}\) eV. Of the 1S value, \(7K=3.17\times10^{-4}\) eV comes from the conventional \(-3\) and \(1.46\times10^{-4}\) eV from \(\langle P\rangle\), so an S-state entry has meaning only together with the other \(\delta_{l0}\) terms of the Salpeter formula.

In the combination \(8E(2S)-E(1S)\) every term of the form \(\delta_{l0}/n^3\) cancels, including \(-\tfrac19\), \(\ln Z\alpha\) and \(c\). The \(a_n\) term contributes

\[
8E_a(2S)-E_a(1S)=-\tfrac73K(a_2-a_1)=\tfrac73\times4.523\times10^{-5}\times0.113706=1.20\times10^{-5}\ \text{eV},
\]

where the tempting solution gives zero. The Bethe-logarithm term also contributes to this combination and is not included. These energies are values of one term for the rough mass above. The actual nuclear mass of ³¹P gives \(M/m\approx56447\), lower by 0.11%, which raises \(K\) to \(4.528\times10^{-5}\) eV and leaves the tabulated \(E_a\) unchanged at the digits shown. The next order of the recoil expansion carries one more power of \(Z\alpha=0.109\), times a coefficient not computed here. A term \(K\,Z\alpha/n^3\) with coefficient one would amount to \(5\times10^{-6}\) eV for 1S, about 1% of the entry, and to \(6\times10^{-7}\) eV for 2P, more than a quarter of the entry. The digits quoted describe this term alone and not the recoil shift of the ion.
